# Equilibrium width of surface-stress stripe domains on an elastic half-space

**Q.** A flat crystal surface has two kinds of domain with the same surface energy. Every wall between them costs energy. Why should the surface not consist of one domain?

**A.** Because the two domains may pull on the crystal differently. Let $x$ run along the surface across the walls and let $z$ point into the solid. The surface stress component $\tau(x)$ along $x$ has one value in domains A and another in domains B, the difference being $F>0$. A surface strip of width $dx$, per unit wall length, is pulled by $+\tau(x+dx)$ on its right and $-\tau(x)$ on its left. It passes the net force to the bulk, so the bulk carries the force density

$$f(x)=\frac{d\tau}{dx}.$$

This vanishes inside a domain and integrates to $+F$ and $-F$ at alternate walls. The bulk yields to these forces, and that lowers the energy.

**Q.** Deforming a solid stores elastic energy. How can it be a gain?

**A.** The surface stress does work as well. With surface strain $du/dx$, $u$ periodic and no mean strain, the surface contributes, after integration by parts,

$$\int\tau\,\frac{du}{dx}\,dx=-\int f\,u\,dx .$$

In linear elasticity the energy stored in the bulk is $+\tfrac12\int fu\,dx$. The total is $-\tfrac12\int fu\,dx$, which is negative because the surface moves with the force. I neglect terms of second order in strain in the surface energy itself, and any force dipoles at the walls.

**Q.** Then you need $u$ for a given $f$. Please do not quote it.

**A.** Take an isotropic half-space with shear modulus $\mu$ and Poisson ratio $\nu$, in plane strain, under a tangential load $f_0\cos kx$. With $s=kz$, try

$$u_x=(\alpha-\beta s)e^{-s}\cos kx,\qquad u_z=(\gamma+\delta s)e^{-s}\sin kx .$$

Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. The divergence is

$$\nabla\cdot\mathbf u=k\,[-\alpha+\delta-\gamma+(\beta-\delta)s]\,e^{-s}\sin kx .$$

Since $(d^2/ds^2-1)(p+qs)e^{-s}=-2q\,e^{-s}$, the $x$ equation reads

$$2(1-2\nu)\beta-\alpha+\delta-\gamma+(\beta-\delta)s=0 .$$

It must hold at every depth, so $\delta=\beta$ and $\alpha+\gamma=(3-4\nu)\beta$. The $z$ equation, $-2(1-2\nu)\beta+\alpha+\gamma-\beta=0$, is then satisfied too.

The surface carries no normal traction, and $\sigma_{zz}\propto(1-\nu)\partial_zu_z+\nu\,\partial_xu_x$. At $s=0$ this gives $(1-\nu)(\beta-\gamma)-\nu\alpha=0$. Inserting $\alpha$ gives $(1-2\nu)\gamma=(1-2\nu)^2\beta$, so

$$\gamma=(1-2\nu)\beta,\qquad \alpha=2(1-\nu)\beta .$$

The shear stress at the surface is $\sigma_{xz}=\mu k(-\alpha-\beta+\gamma)\cos kx=-2\mu k\beta\cos kx$. The outward normal is $-z$, so the applied load is $-\sigma_{xz}$ and $\beta=f_0/(2\mu k)$. Hence

$$u_x(z=0)=\frac{(1-\nu)f_0}{\mu k}\cos kx .$$

Long waves give a large response: they strain the solid to a depth of order $1/k$.

**Q.** A perfectly sharp wall contains all $k$. Will the sum not diverge?

**A.** It would, logarithmically. A real wall has a finite core, which I model by spreading its force as a Lorentzian $(a/\pi)/(x^2+a^2)$ of half-width $a$. This multiplies each Fourier amplitude by $e^{-ka}$.

Let the period be $2l$, with A occupying a fraction $\theta$. The walls are at $0$ (force $+F$) and $2\theta l$ (force $-F$), and $k_m=\pi m/l$. Since $|1-e^{-2\pi im\theta}|=2|\sin\pi m\theta|$, the real amplitude of mode $m$ is

$$f_m=\frac{2F}{l}\,|\sin\pi m\theta|\,e^{-k_ma}.$$

The average of $\cos^2$ is $\tfrac12$, so the energy per area is

$$E=-\frac14\sum_{m\ge1}f_m^2\,\frac{1-\nu}{\mu k_m}
=-\frac{2C_2}{l}\sum_{m\ge1}\frac{q^m\sin^2\pi m\theta}{m},$$

$$C_2=\frac{F^2(1-\nu)}{2\pi\mu},\qquad q=e^{-2\pi a/l}.$$

Write $\sin^2\pi m\theta=\tfrac12(1-\cos2\pi m\theta)$ and use $\sum q^m/m=-\ln(1-q)$ and $\sum q^m\cos(m\phi)/m=-\tfrac12\ln(1-2q\cos\phi+q^2)$. The sum becomes

$$\frac14\ln\frac{(1-q)^2+4q\sin^2\pi\theta}{(1-q)^2}.$$

Because $(1-q)^2/(4q)=\sinh^2(\pi a/l)$,

$$E=-\frac{C_2}{2l}\ln\!\left[1+\frac{\sin^2\pi\theta}{\sinh^2(\pi a/l)}\right].$$

At fixed $l$ this is lowest at $\theta=\tfrac12$: equal widths are a result here, given equal surface energies and no mean strain. Then $1+1/\sinh^2=\coth^2$. There are two walls per period $2l$, so a wall free energy $C_1$ per length adds $C_1/l$, and relative to a single domain

$$f_{\rm full}(l)=\frac{1}{l}\left[C_1-C_2\ln\coth\frac{\pi a}{l}\right].$$

For $l\gg a$, $\coth(\pi a/l)\to l/(\pi a)$ and

$$f(l)=\frac{1}{l}\left[C_1-C_2\ln\frac{l}{\pi a}\right].$$

**Q.** The $\pi$ beside $a$ came out of a Fourier sum. Can you find it by counting forces in real space?

**A.** Yes. Superposing the responses to a line force $F$ gives $du/dx=-\frac{F(1-\nu)}{\pi\mu}\int_0^\infty\sin kx\,dk=-\frac{F(1-\nu)}{\pi\mu x}$, the integral being cut off smoothly. So $u=-\frac{F(1-\nu)}{\pi\mu}\ln|x|$ plus a constant. With $-\tfrac12Fu$ at each wall, the energy per wall is $C_2$ times the sum of $\pm\ln(\text{distance})$ over all walls, itself included.

For the wall itself, two Lorentzians of half-width $a$ combine into one of half-width $2a$. The mean of $\ln|x|$ over it is $\ln2a$: put $x=2a\tan\varphi$, and $\ln\tan\varphi$ averages to zero. The others are far away when $l\gg a$, so their cores do not matter. End the array with a wall of half weight, so that it is neutral. Then $\sum(-1)^n=-\tfrac12$, and Wallis's product gives $\sum(-1)^n\ln n=\tfrac12\ln(\pi/2)$. Counting both sides,

$$\ln2a+2\left[-\tfrac12\ln l+\tfrac12\ln\frac{\pi}{2}\right]=\ln\frac{\pi a}{l}.$$

This is the same energy, $-C_2\ln(l/\pi a)$ per wall.

**Q.** Now minimise it, and show that you have a minimum.

**A.** Differentiating the product of $1/l$ and the bracket,

$$f'(l)=\frac{1}{l^2}\left[C_2\ln\frac{l}{\pi a}-C_1-C_2\right].$$

As $C_2>0$, the bracket rises steadily with $l$ and changes sign once, from negative to positive. The zero is the minimum:

$$l_0=\pi a\,\exp\!\left(1+\frac{C_1}{C_2}\right).$$

There $f''(l_0)=C_2/l_0^3>0$. Inserting $\ln(l_0/\pi a)=1+C_1/C_2$ gives $f(l_0)=-C_2/l_0$. This is negative however large $C_1$ is: within the model, stripes always beat the single domain, because the logarithm finally outgrows any fixed wall cost. The price is an exponentially large width and a very small gain.

For another width $l=s\,l_0$ the logarithm gains $\ln s$, and

$$\frac{f(sl_0)}{f(l_0)}=\frac{1+\ln s}{s}.$$

This is 0.614 at half the width and 0.847 at twice the width. Doubling the width costs less of the gain than halving it.

**Q.** The length $a$ is your invention, yet $l_0$ is proportional to it.

**A.** It cannot be chosen apart from $C_1$. In $f$ the two enter through $C_1+C_2\ln a$. If $a$ is replaced by $\lambda a$, the same physical wall has $C_1-C_2\ln\lambda$ in place of $C_1$; the exponential then gains a factor $1/\lambda$, and $l_0$ is unchanged. A wall energy has a meaning here once the core convention that goes with it is stated.

**Q.** What if $C_1$ is small or negative? Your formula still returns a width.

**A.** There the logarithmic law fails and $f_{\rm full}$ must be used. With $x=\pi a/l$, $\frac{d}{dx}\ln\coth x=-2/\sinh2x$ and $dx/dl=-x/l$, so

$$f_{\rm full}'=\frac{C_2}{l^2}\left[h(x)-\frac{C_1}{C_2}\right],\qquad h(x)=\ln\coth x-\frac{2x}{\sinh2x}.$$

For small $x$, $\ln\coth x\simeq-\ln x+x^2/3$ and $2x/\sinh2x\simeq1-2x^2/3$, so $h\simeq-\ln x-1+x^2$. The condition $h=C_1/C_2$ then gives

$$l\simeq l_0(1-x_0^2),\qquad x_0=e^{-1-C_1/C_2}.$$

The formula needs $x_0^2\ll1$. At $C_1=C_2$ the correction is $e^{-4}$, about 2% of $l_0$; at $C_1=0$ this estimate is already $e^{-2}$, about 14%, while solving $h=0$ exactly gives about 17%.

For the number of solutions, $h'=(4/\sinh2x)(x\coth2x-1)$. The product $x\coth2x$ rises steadily from $\tfrac12$, so $h$ falls from $+\infty$ to one lowest value, numerically $-0.280$, and then approaches zero from below. For $C_1>0$ there is therefore one stationary width, the global minimum. For $-0.280<C_1/C_2<0$ there are two: the wider is a local minimum, the narrower a maximum, and beyond it $f_{\rm full}\to C_1/l\to-\infty$ as $l\to0$. Below $-0.280$ there is none. Scans of the mode sum at $C_1/C_2=0.5$, $-0.2$ and $-0.5$ found 1, 2 and 0 stationary widths. With $C_1<0$ the lowest energy of the model thus lies at vanishing width, where atomic structure matters and this continuum model fails.

**Q.** Give me numbers for a surface that exists.

**A.** On Si(001), steps one atomic layer high separate terraces whose dimer rows are turned by 90 degrees, so the surface stress across a step jumps. I take rough values in that regime: $F=1$ N/m, $\mu=70$ GPa, $\nu=0.22$, $a=0.4$ nm, and $C_1=0.05$ eV/nm as the free energy of a step at 700 K. On a flat surface with two levels, up and down steps alternate and border the same upper terraces, so they are of one kind. Then

$$\frac{1-\nu}{\mu}=\frac{0.78}{70\ \text{GPa}}=0.01114\ \text{GPa}^{-1},\qquad
C_2=\frac{F^2}{2\pi}\,\frac{1-\nu}{\mu}=0.01107\ \text{eV/nm}.$$

So $C_1/C_2=4.517$, $\pi a=1.257$ nm, and

$$l_0=1.257\ \text{nm}\times e^{5.517}\approx313\ \text{nm}\quad(0.31\ \mu\text{m}).$$

The core correction is $x_0^2=1.6\times10^{-5}$, which is negligible. The gain is $C_2/l_0=3.5\times10^{-5}$ eV/nm².

**Q.** With an exponent of 5.5, do you trust that width?

**A.** As an order of magnitude at best. Since $C_2\propto F^2$, a small relative change of $F$ changes $\ln l_0$ by $-2C_1/C_2\approx-9$ times as much. With all else fixed, $F=0.9$ N/m gives about 900 nm and $F=1.1$ N/m about 140 nm.

Treating silicon as isotropic matters far less. With rough cubic constants $c_{11},c_{12},c_{44}=166,64,80$ GPa and walls along $\langle110\rangle$, the surface compliance is 0.01102 instead of 0.01114 GPa⁻¹, and the width becomes 328 nm, 5% more.

**Q.** You gave $C_1$ a temperature. Does that matter?

**A.** A great deal. Suppose each length $b$ of step can shift by $n$ units at a cost $\varepsilon|n|$, independently of the others. With $y=e^{-\varepsilon/k_BT}$ its partition sum is

$$\sum_n y^{|n|}=\frac{1+y}{1-y}=\coth\frac{\varepsilon}{2k_BT},$$

so kinks lower the step free energy by $(k_BT/b)\ln\coth(\varepsilon/2k_BT)$. Take $\varepsilon=0.1$ eV and $b=0.77$ nm, again rough, and hold $F$, $a$ and the elastic constants fixed. Then $C_1$ is 0.0607 eV/nm at 600 K and 0.0375 eV/nm at 800 K, and the widths are about 820 nm and 100 nm. In this model, 200 K changes the width eightfold.

**Q.** If steps have kinks, they are not straight. Does the stripe picture survive?

**A.** Displace one wall by $\delta$ and hold the others fixed. Each pair of walls interacts with energy $\pm2C_2\ln(\text{distance})$, so the cost per length is

$$2C_2\sum_{n\ge1}(-1)^n\ln\!\left(1-\frac{\delta^2}{n^2l^2}\right)\simeq-\frac{2C_2\delta^2}{l^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}=\frac{\pi^2C_2}{6l^2}\,\delta^2 ,$$

because the last sum is $-\pi^2/12$. Setting this equal to $\tfrac12K\delta^2$ gives $K=\pi^2C_2/(3l^2)=3.7\times10^{-7}$ eV/nm³ at $l_0$. Kinks of unit $b$ make the step a random walk with stiffness $\Gamma=k_BT/(b\langle n^2\rangle)=0.135$ eV/nm. Equipartition over the bending modes gives

$$\langle\delta^2\rangle=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{k_BT}{K+\Gamma q^2}=\frac{k_BT}{2\sqrt{K\Gamma}},$$

an rms value of 11.6 nm, or 3.7% of $l_0$. This counts only kinks and fixed, straight neighbours. Neighbours that move together resist less, and a bent wall also interacts elastically with itself, which is left out. On Si(001) the stress along the wall jumps too, with the opposite sign, and the self-interaction then lowers the stiffness. With the values used here, $a=0.4$ nm included, a numerical evaluation in isotropic elasticity makes this reduction somewhat larger than $\Gamma$ for bends a few stripe widths long, 0.16 against 0.135 eV/nm at three widths, so straight walls are unstable against such bends. For one wall between fixed neighbours the restoring term $K$ stabilises bends ten widths long; for walls bending together in phase nothing does, and longer bends are unstable too. With $\Gamma$ and $l_0$ both held fixed, $C_1$ being lowered to match, a core about five times wider reverses this. With $C_1$ held fixed instead, $l_0$ grows with $a$ and the instability is unchanged. So the estimate shows that kinks alone do not destroy the stripes, but 11.6 nm is not a prediction for Si(001), where straight walls may buckle into wavy ones.

**Q.** You have also forbidden any mean strain. Is that harmless?

**A.** No. Let a uniform strain $\epsilon$ act along $x$, with none along the walls. Domain A, whose stress is larger by $F$, then costs $F\epsilon$ more per area. For domains much wider than $a$,

$$f(l,\theta)=\frac1l\left[C_1-C_2\ln\!\left(\frac{l}{\pi a}\sin\pi\theta\right)\right]+F\epsilon\,\theta .$$

Setting $\partial f/\partial l=0$ gives $l=l_0/\sin\pi\theta$. Setting $\partial f/\partial\theta=0$ gives $\cot\pi\theta=F\epsilon l/(\pi C_2)$. Together,

$$\cos\pi\theta=\frac{F\epsilon\,l_0}{\pi C_2}.$$

Tension shrinks the domains with the larger stress. The stripes exist for $|\epsilon|<\pi C_2/(Fl_0)$; towards that limit the period diverges. Here $C_2/l_0=3.5\times10^{-5}$ eV/nm² and $F=1$ N/m $=6.24$ eV/nm², so the limit is about $2\times10^{-5}$. A very small strain is enough to select one domain.

**Q.** So should I expect 313 nm stripes on a silicon wafer?

**A.** Not without checking the miscut. The model assumes that steps can be created and removed until $l_0$ is reached. A miscut forces steps of one sense to exist. While they remain single steps of height 0.136 nm, their mean spacing cannot exceed the height divided by the tangent of the miscut angle. That spacing equals $l_0$ at 0.025 degree. At 0.1 degree it is 78 nm, a quarter of $l_0$, and the wafer's cut then sets the width instead of the energy balance. The formula can apply only if the miscut is far below 0.025 degree, so that forced steps are few, the strain is well below the limit just found, the surface is hot enough for steps to move, and the walls stay nearly straight, a condition that the rough values used here fail in the isotropic estimate above. The numerical output below lists the main values used here.

## Computed results

```
INPUTS (rough, regime of Si(001))
surface-stress jump F        1.00 N/m
shear modulus                70 GPa
Poisson ratio                0.22
core half-width a            0.40 nm
wall free energy C1          0.050 eV/nm
working temperature          700 K
RESULTS
elastic constant C2          0.01107 eV/nm
ratio C1/C2                  4.517
pi a                         1.2566 nm
equilibrium width l0         312.8 nm = 0.313 um
width by minimising log law  312.8 nm
width with full core law     312.8 nm
relative core shift x0^2     1.61e-05
energy at minimum            -3.539e-05 eV/nm^2
f(l0/2)/f(l0)                0.614
f(2 l0)/f(l0)                0.847
FULL CORE LAW, NUMBER OF STATIONARY WIDTHS
C1/C2 =  0.50                1
C1/C2 = -0.20                2
C1/C2 = -0.50                0
lowest C1/C2 with a minimum  -0.280
NEGLECTED EFFECTS
cubic constants c11 c12 c44  166 64 80 GPa
isotropic compliance         0.01114 1/GPa
cubic compliance             0.01102 1/GPa
C2 with cubic elasticity     0.01095 eV/nm
width, cubic elasticity      328.4 nm
kink energy, kink unit       0.10 eV, 0.77 nm
implied C1 at 0 K            0.0802 eV/nm
C1 at 600 K                  0.0607 eV/nm
width at 600 K               820.6 nm
C1 at 800 K                  0.0375 eV/nm
width at 800 K               100.7 nm
width for F = 0.9 N/m        902.5 nm
width for F = 1.1 N/m        142.8 nm
step stiffness               0.135 eV/nm
restoring constant           3.72e-07 eV/nm^3
rms wandering of a step      11.6 nm
rms wandering / l0           0.037
step height                  0.136 nm
miscut with terrace = l0     0.0249 degree
terrace at 0.1 degree miscut 77.9 nm
```
